\section*{Nucleation on a ferroelectric wall: inverse-field barrier and Merz velocity}

\section*{The problem}

A flat $180^\circ$ wall lies in the $yz$ plane of a ferroelectric. The polarization is $+P$ along $z$ behind the wall and $-P$ ahead of it, and a field $E>0$ along $+z$ drives the wall towards $+x$. The lattice holds the wall in positions a distance $b$ apart. The wall advances when thermal agitation moves a small patch of it forward by one step $b$ and the patch then spreads.

The algebra uses atomic units, $e=4\pi\varepsilon_0=1$. The numbers use eV and \AA, with fields in MV/cm. The example takes rough values for a lead titanate film at $300\,$K: $b=3.9$ \AA, $P=75\,\mu$C/cm$^2$, wall stiffness $\sigma=0.008$ eV/\AA$^2$, pinning barrier $V_p=0.001$ eV/\AA$^2$. They are model inputs, not fitted values.

\section*{(a) What does the edge of a patch cost?}

Describe the wall by its displacement $x=u(y,z)$, with isotropic stiffness and pinning energy $V(u)=\tfrac12V_p[1-\cos(2\pi u/b)]$. Leave out electrostatic interactions for now. Write the energy in a field, and find the energy per length and the width of a straight edge at $E=0$.

\textbf{Solution.} The dipole energy density is $-P_zE$. Reversing $P_z$ from $-P$ to $+P$ changes it from $+PE$ to $-PE$, so each swept volume element gains $-2PE$. For small slopes,
\begin{equation}
U[u]=\int dy\,dz\left[\frac{\sigma}{2}|\nabla u|^2+V(u)-2PEu\right].
\end{equation}
Let $s$ be the coordinate across a straight edge, with $u$ rising from $0$ to $b$. At $E=0$ stationarity gives $\sigma u''=V'(u)$. Multiplying by $u'$ and integrating gives $\tfrac12\sigma u'^2=V$; the constant vanishes because $u'$ and $V$ both vanish far from the edge. The gradient and pinning energies are therefore equal, and
\begin{equation}
\gamma=\int 2V\,ds=\int_0^b\frac{2V}{u'}\,du=\int_0^b\sqrt{2\sigma V}\,du .
\end{equation}
Since $V=V_p\sin^2(\pi u/b)$ and $\int_0^b\sin(\pi u/b)\,du=2b/\pi$,
\begin{equation}
\gamma=\frac{2b}{\pi}\sqrt{2\sigma V_p}.
\end{equation}
The profile obeys $u'=\sqrt{2V_p/\sigma}\,\sin(\pi u/b)$. Try $u=(2b/\pi)\arctan e^{s/w}$. Then $u'=(b/\pi w)\,\mathrm{sech}(s/w)$ and $\sin(\pi u/b)=\mathrm{sech}(s/w)$, so the equation holds if
\begin{equation}
w=\frac b\pi\sqrt{\frac{\sigma}{2V_p}} .
\end{equation}
For the example, $\gamma=2.483\times0.00400=0.00993$ eV/\AA\ and $w=2.48$ \AA. The width is only $0.64\,b$, so treating the wall plane as a continuum is a rough approximation: the lattice may also pin the edges themselves, which this model omits.

\section*{(b) Which patch is critical?}

Assume that the patch is much larger than $w$ and that $\gamma$ depends on neither field nor direction. Find the critical shape, its barrier and its stability.

\textbf{Solution.} A patch of area $A$ and perimeter $L$ sweeps the volume $bA$, so
\begin{equation}
U=\gamma L-gA,\qquad g=2PbE .
\end{equation}
Displace the contour outwards by $\eta$. Then $\delta L=\oint\kappa\eta\,ds$ and $\delta A=\oint\eta\,ds$, where $\kappa$ is the curvature. The first variation vanishes for every $\eta$ if $\kappa=g/\gamma$ everywhere. A simple closed curve of constant curvature is a circle, hence
\begin{equation}
R^*=\frac{\gamma}{2PbE},\qquad
U^*=2\pi R^*\gamma-\pi R^{*2}g=\frac{\pi\gamma^2}{2PbE}.
\label{barrier}
\end{equation}
The inverse field arises because the critical radius scales as $1/E$ and the barrier is half the edge energy of that circle.

For stability, set $r=R^*+a_n\cos n\theta$ with $n\ge1$. To second order,
\begin{align}
L&=\int_0^{2\pi}\left(r+\frac{r'^2}{2R^*}\right)d\theta
=2\pi R^*+\frac{\pi n^2a_n^2}{2R^*},\\
A&=\frac12\int_0^{2\pi}r^2d\theta=\pi R^{*2}+\frac{\pi a_n^2}{2}.
\end{align}
With $g=\gamma/R^*$ the energy change is
\begin{equation}
\Delta U=\frac{\pi\gamma}{2R^*}(n^2-1)a_n^2 .
\end{equation}
The modes $n=1$ are translations and cost nothing; those with $n\ge2$ cost energy. A uniform change $a_0$ of radius gives $\Delta U=-\pi ga_0^2=-\pi\gamma a_0^2/R^*$. The circle is thus a saddle with one unstable direction, growth or shrinkage.

At $E=0.20$ MV/cm $=0.0020$ V/\AA, the polarization is $0.0468$ elementary charges per \AA$^2$, so $g=2(0.0468)(3.9)(0.0020)=7.30\times10^{-4}$ eV/\AA$^2$. Then $R^*=13.6$ \AA\ and $U^*=\pi(0.00993)^2/(7.30\times10^{-4})=0.424$ eV, or $16.4\,kT$.

\section*{(c) Up to what field does the sharp-edge result hold?}

\textbf{Solution.} A flat wall can rest where $V'(u)=2PE$. The largest slope of $V$ is $\pi V_p/b$, so resting positions disappear at
\begin{equation}
E_c=\frac{\pi V_p}{2Pb}=0.86\ \text{MV/cm}.
\end{equation}
Equation \eqref{barrier} requires $E\ll E_c$, since otherwise the edge is not thin compared with $R^*$. The complete critical patch of the sheet without bound charge obeys
\begin{equation}
\sigma\left(u''+\frac{u'}{\rho}\right)=V'(u)-2PE,\qquad u'(0)=0,
\end{equation}
with $u$ approaching the resting position of the old layer far away. Solved numerically, its barrier is $0.998$ of \eqref{barrier} at $E/E_c=0.05$ and $0.992$ at $0.10$. The deviation grows fourfold when the field doubles, as a correction of order $(E/E_c)^2$ would. At $0.25$ MV/cm the ratio is $0.93$.

\section*{(d) How fast does the wall move?}

Let $J=J_0e^{-U^*/kT}$ be the nucleation rate per area, and let patches spread at speed $c$. Find the velocity of a very large wall and of a very small one.

\textbf{Solution.} On a large wall many patches grow, merge and carry new patches on top. If the nucleus size and the wall size are both irrelevant, $J$ and $c$ are the only quantities that set the rate of completing layers. Their dimensions are $[J]=\mathrm{length}^{-2}\,\mathrm{time}^{-1}$ and $[c]=\mathrm{length}\,\mathrm{time}^{-1}$. For $J^pc^q$ to be an inverse time, $-2p+q=0$ and $p+q=1$, so $p=\tfrac13$, $q=\tfrac23$:
\begin{equation}
v=Cb\,(Jc^2)^{1/3}.
\label{large}
\end{equation}
Substituting $J$ gives the Merz form
\begin{equation}
v=Cb\,(J_0c^2)^{1/3}e^{-E_a/E},\qquad
E_a=\frac{U^*E}{3kT}=\frac{\pi\gamma^2}{6PbkT}.
\end{equation}
A simulation of random nucleation and circular spreading on a periodic square of side 8, in units where $J=c=1$, gives $C\approx1.4$. Raising $J$ eightfold multiplies the layer rate by $2.06$, against the expected $2$.

The characteristic distance between nuclei is $\ell=(c/J)^{1/3}$. Equation \eqref{large} needs a wall much wider than $\ell$, and $\ell\gg R^*$. In the opposite case, a wall of area $A_w$ has both sides much shorter than $\ell$ but still large enough to hold a critical patch. Each patch then covers the wall before the next one forms. The layer rate is then $JA_w$ and
\begin{equation}
v=bJA_w\propto e^{-3E_a/E}.
\label{small}
\end{equation}
The same barrier thus gives activation fields differing by a factor of three. Here they are $E_a=0.424\times0.20/(3\times0.02585)=1.09$ MV/cm for the large wall and $3.28$ MV/cm for the small one. Between these limits lies a strip whose width $h$ is below $\ell$ and whose length far exceeds $(c/Jh)^{1/2}$. It grows as a one-dimensional wall, $v=b\,(2Jhc)^{1/2}$, with activation field $\tfrac32E_a$. All these laws count only patches born in the interior of the wall. At a free boundary half a circle is critical, the barrier is $U^*/2$, and such patches can dominate on a small wall.

The prefactor also varies with field. If $c\propto E$, then $v\propto E^{2/3}e^{-E_a/E}$ at fixed $J_0$, and
\begin{equation}
-\frac{d\ln v}{d(1/E)}=E_a+\frac23E .
\end{equation}
The added term is $0.13$ MV/cm at $E=0.20$ MV/cm.

\section*{(e) What does bound charge change?}

Edges that cross the polar axis carry charge. Find their electrostatic energy in a medium of permittivities $\varepsilon_a,\varepsilon_a,\varepsilon_c$ along $x,y,z$, and the local exponent $\mu=-d\ln U^*/d\ln E$.

\textbf{Solution.} The polarization is $P_z=P[1-2\Theta(x-u)]$, so the bound charge density is $-\partial_zP_z=-2P(\partial_zu)\,\delta(x-u)$. For gently sloping edges and $b$ small compared with the patch, place this charge in the plane $x=0$, with surface density $s=-2P\partial_zu$. For a Fourier component $\mathbf q=(q_y,q_z)$, Poisson's equation is
\begin{equation}
\varepsilon_a\phi''-(\varepsilon_aq_y^2+\varepsilon_cq_z^2)\phi=-4\pi s_q\delta(x).
\end{equation}
Its decaying solution is $\phi_0e^{-k|x|}$ with $\varepsilon_ak=D(\mathbf q)$, where
\begin{equation}
D(\mathbf q)=\sqrt{\varepsilon_a(\varepsilon_aq_y^2+\varepsilon_cq_z^2)} .
\end{equation}
The jump of slope at $x=0$ requires $-2D\phi_0=-4\pi s_q$, so $\phi_0=2\pi s_q/D$. Half the charge times the potential gives
\begin{equation}
U_{\rm dep}=\frac12\int\frac{d^2q}{(2\pi)^2}\,4P^2q_z^2|u_q|^2\,\frac{2\pi}{D(\mathbf q)} .
\end{equation}

Close to an edge with unit normal $\mathbf n$ this is the energy of a line charge $\tau=2Pbn_z$. Along $\mathbf n$ we have $D=|q|D(\mathbf n)$, so the energy per length is
\begin{equation}
\frac12\int\frac{dq}{2\pi}\,\tau^2\frac{2\pi}{|q|D(\mathbf n)}
=\frac{\tau^2}{D(\mathbf n)}\int\frac{dq}{q},
\end{equation}
where the last integral runs over positive $q$, from about the inverse patch size to the inverse edge width. It is a logarithm of their ratio. Enlarging a large patch by $\lambda$ at fixed edge width lengthens the contour by $\lambda$ and adds $\ln\lambda$ to each logarithm:
\begin{equation}
U_{\rm dep}\to\lambda U_{\rm dep}+K\lambda\ln\lambda,\qquad
K=(2Pb)^2\oint\frac{n_z^2\,ds}{D(\mathbf n)} .
\end{equation}

At a saddle the energy is stationary in size, shape and edge width, so only its explicit field dependence contributes to $dU^*/dE=-2PbA^*$. Therefore $\mu=gA^*/U^*$. Take the critical patch as $\lambda=1$, and let $G$ be its edge and electrostatic energy together. Then
\begin{equation}
U(\lambda)=\lambda G+K\lambda\ln\lambda-\lambda^2gA^* .
\end{equation}
Setting $U'(1)=0$ gives $G=2gA^*-K$, hence $U^*=G-gA^*=gA^*-K$ and
\begin{equation}
\mu=\frac{gA^*}{U^*}=1+\frac{K}{U^*}.
\end{equation}
Without the logarithm $\mu=1$, as in (b). With it, $\mu>1$; as $E\to0$ the patch grows, $U^*/K$ increases logarithmically, and $\mu$ returns slowly to one. The pure inverse-field law therefore needs an edge energy independent of patch size.

\section*{(f) How large is the effect in the example?}

Take $\varepsilon_a=100$ and $\varepsilon_c=50$. Estimate the corrected barrier with elliptical patches of semiaxes $R_y,R_z$, and decide which velocity law applies.

\textbf{Solution.} Charged edges can lower their electrostatic energy by spreading out. Let an edge have width $w\zeta$, with $\zeta^2=n_y^2+\beta^2n_z^2$. Stretching the profile of (a) divides its gradient energy by $\zeta$ and multiplies its pinning energy by $\zeta$. As the two were equal, the local cost is $\tfrac12\gamma(\zeta+1/\zeta)$. The patch has
\begin{equation}
u_q=2\pi bR_yR_z\frac{J_1(k)}{k}\,\mathrm{sech}\!\left[\frac{\pi w}{2}\sqrt{q_y^2+\beta^2q_z^2}\right],
\end{equation}
where now $k^2=q_y^2R_y^2+q_z^2R_z^2$. The first factor is the transform of an ellipse of height $b$, and the second smooths its edge into the profile of (a). The energy is maximized over size and then minimized over aspect ratio and $\beta$:

\begin{center}
\begin{tabular}{ccccc}
$E$ (MV/cm) & $U^*$ ideal (eV) & $U^*$ charged (eV) & $\mu$ & $R_y,R_z$ (\AA)\\
0.10 & 0.849 & 4.46 & 1.21 & 28, 168\\
0.15 & 0.566 & 2.71 & 1.26 & 19, 103\\
0.20 & 0.424 & 1.87 & 1.31 & 15, 72\\
0.25 & 0.339 & 1.39 & 1.38 & 12, 54
\end{tabular}
\end{center}

For these elliptical patches, bound charge raises the barrier roughly four- to fivefold. The patch is long along $z$, which shortens the costly edges, and within this family those edges are about $3.5$ times broader than neutral ones. The unrestricted saddle of the same energy has tip edges only about $2.6$ times broader. Its barrier is lower by $6\%$ at $0.18$ MV/cm ($0.14$ eV, about $5\,kT$) and by $5\%$ at $0.12$ MV/cm, and its $\mu$ agrees within $0.02$. The tabulated barriers are therefore good to that margin, not to the digits shown. At the much weaker field of $0.002$ MV/cm the direct exponent $gA^*/U^*$ and the formula $1+K/U^*$ both give $1.08$.

A straight line in $1/E$ through the four charged barriers misses them by at most $1.1\,kT$, so over this window the data would look like Merz's law. The line has a large-wall activation field of $6.6$ MV/cm and an intercept of $-0.69$ eV. Read literally, that intercept raises the apparent velocity prefactor of the large-wall law by $e^{0.69/(3\times0.02585)}$, or some $7000$ times, and that of the small-wall law by the cube of this, about $3\times10^{11}$. It comes from the curvature of $U^*(1/E)$, not from a higher attempt rate.

For the kinetics choose $J_0=10^{12}\,\mathrm{s}^{-1}/b^2$ and $c=50$ m/s per MV/cm. At $0.20$ MV/cm the ideal barrier gives $J=4.9\times10^3$ \AA$^{-2}$s$^{-1}$, $\ell\approx270$ \AA\ and, from \eqref{large}, $v\approx0.2$ m/s. The charged barrier gives $1.5\times10^{-9}$ m/s from the same equation, but with $\ell=3.5\times10^{10}$ \AA, or $3.5$ m. No film has such a wall, so that velocity is formal.

Even at $0.25$ MV/cm, $\ell=7.3\times10^7$ \AA\ ($7$ mm), and a film wall obeys \eqref{small}. There $J=c/\ell^3=1.25\times10^{11}/(7.3\times10^7)^3=3.2\times10^{-13}$ \AA$^{-2}$s$^{-1}$. A wall of $10^4$ by $10^3$ \AA\ moves at $3.9\times3.2\times10^{-13}\times10^7\approx1.2\times10^{-5}$ \AA/s: it is practically at rest, provided patches form only in the interior of the wall. Its activation field from the fitted line is then $3\times6.6\approx20$ MV/cm. At an ideal electrode, half a patch and its image charges make up a full patch, so the barrier is $U^*/2$. With an attempt rate of $10^{12}\,\mathrm{s}^{-1}/b$ per length along two faces of $10^4$ \AA, the same wall moves at about $4\times10^4$ \AA/s, and the activation field is about $10$ MV/cm.

\section*{(g) How does this compare with real films?}

\textbf{Solution.} Activation fields of lead-based titanate films depend on the film and the method; take $1$ MV/cm as a rough scale for comparison. The ideal results of (d) are of that order; the charged small-wall value is far above it. The charged estimate cannot therefore be used as a prediction for such films. If mobile charge fully compensated the edges, the small-wall value would fall from $20$ to $3.3$ MV/cm. The nuclei would also lie closer together: at $0.20$ MV/cm the ideal $\ell\approx270$ \AA\ is shorter than both sides of the wall in (f), so at that field the large-wall value of $1.1$ MV/cm would be the better guide. At $0.10$ MV/cm the ideal $\ell$ is about $5\times10^4$ \AA, longer than both sides, and for interior nucleation the small-wall value applies: one wall can pass from one law to the other as the field changes. Between about $0.13$ and $0.16$ MV/cm neither limit holds and the slope lies between the two values. If half patches can form at the film faces, they outnumber interior ones some $10^5$ times at $0.10$ MV/cm, and the interior small-wall law no longer sets the velocity. Defects that lower the barrier by a given fraction at all fields lower the activation field by the same fraction. The estimate also restricts every patch to an ellipse of full height $b$, which overestimates the barrier by about $5$--$6\%$. It places the edge charge in one plane; spreading it over the step thickness $b$ lowers the barrier by roughly a further $4\%$. It also uses static, local permittivities at distances of a few \AA, an error whose size is not determined here.

Thermal motion of the wall also weakens the pinning. A self-consistent Gaussian estimate, with bound charge included in the wall's stiffness, gives an rms displacement of $0.59$ \AA\ and multiplies $V_p$ by $0.63$. It uses the continuum stiffness up to the zone boundary, where that form is only approximate, so both values are rough: a nearest-neighbour lattice dispersion gives $0.66$ \AA\ and $0.57$. Because $\gamma^2\propto V_p$, the ideal large-wall activation field drops from $1.09$ to about $0.69$ MV/cm, if the inputs are taken as values without thermal motion. This combines edges free of bound charge with a thermal factor that includes it; without bound charge the wall fluctuates more, the factor is $0.43$, and the activation field would drop to about $0.47$ MV/cm. Tunnelling has a temperature scale $\hbar\nu/k\approx8$ K for $\nu=10^{12}\,\mathrm{s}^{-1}$, far below $300$ K. Leakage, breakdown and electrode effects lie outside the model. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Lattice step b: 3.9 angstrom
Wall stiffness: 0.0080 eV/angstrom^2
Pinning barrier: 0.0010 eV/angstrom^2
Polarization: 75 uC/cm^2
Permittivities a, c: 100, 50
Temperature: 300 K; kT: 0.02585 eV
Attempt rate per lattice cell: 1.0e+12 1/s
Step mobility: 50 (m/s)/(MV/cm)
Bare edge energy: 0.00993 eV/angstrom
Edge width parameter: 2.483 angstrom
Edge width / lattice step: 0.637
Loss of metastability: 0.860 MV/cm
Sheet/ideal barrier at E/Ec=0.05: 0.99795
Sheet/ideal barrier at E/Ec=0.10: 0.99181
Ideal large-wall activation field: 1.094 MV/cm
Ideal small-wall activation field: 3.283 MV/cm
E=0.10 MV/cm: ideal U=0.8486 eV, R=27.20 angstrom, sheet/ideal=0.9889
  charge-corrected U=4.4597 eV, U/kT=172.51, exponent=1.2081
  semiaxes y,z=27.98,167.85 angstrom; charged-edge broadening=3.357
  velocity=3.090e-24 m/s; nucleus spacing=8.580e+24 angstrom
E=0.15 MV/cm: ideal U=0.5657 eV, R=18.13 angstrom, sheet/ideal=0.9748
  charge-corrected U=2.7083 eV, U/kT=104.76, exponent=1.2561
  semiaxes y,z=19.18,103.09 angstrom; charged-edge broadening=3.431
  velocity=2.598e-14 m/s; nucleus spacing=1.531e+15 angstrom
E=0.20 MV/cm: ideal U=0.4243 eV, R=13.60 angstrom, sheet/ideal=0.9544
  charge-corrected U=1.8731 eV, U/kT=72.45, exponent=1.3120
  semiaxes y,z=14.83,72.23 angstrom; charged-edge broadening=3.526
  velocity=1.497e-09 m/s; nucleus spacing=3.543e+10 angstrom
E=0.25 MV/cm: ideal U=0.3394 eV, R=10.88 angstrom, sheet/ideal=0.9269
  charge-corrected U=1.3876 eV, U/kT=53.68, exponent=1.3822
  semiaxes y,z=12.30,54.37 angstrom; charged-edge broadening=3.645
  velocity=9.079e-07 m/s; nucleus spacing=7.300e+07 angstrom
Corrected barrier-line activation field: 6.618 MV/cm
Barrier-line intercept: -0.6864 eV
Largest barrier-line error: 1.051 kT
Velocity-fit activation field: 6.718 MV/cm
Finite-difference exponent at 0.20 MV/cm: 1.3120
Weak test field: 0.002 MV/cm
Weak-field exponent, direct and log formula: 1.0815, 1.0815
Layer-growth constant C: 1.359
Growth ratio for eightfold nucleation: 2.058
Small-wall layers per nucleus: 0.9965
Thermal wall displacement rms: 0.593 angstrom
Thermal pinning factor: 0.634
Prefactor c^(2/3) slope correction at 0.20 MV/cm: 0.133 MV/cm
Tunnelling scale from attempt rate: 7.64 K
\end{verbatim}
